# How Reducing a Diazabutadiene Shortens Its C–C Bond and Lengthens C–N, part 2

We ask how the bond lengths of a planar, symmetric diazabutadiene ligand N1–C2–C3–N4 change when $n$ electrons are added, $0\le n\le2$. In the Hückel model, without overlap, $s>0$ and $t>0$ are the hoppings on the CC bond and on each CN bond, and $d$ is the constant depth of the nitrogen sites below the carbon sites. Energies are in eV, lengths in pm. We write

$$
A=\frac{d+s}{2},\quad B=\frac{d-s}{2},\quad R_A=\sqrt{A^2+t^2},\quad R_S=\sqrt{B^2+t^2}.
$$

The levels, symmetric ($S$) or antisymmetric ($A$) under end exchange, rise in the order $S-$, $A-$, $S+$, $A+$. The neutral ligand fills the first two. Added electrons enter $S+$, with energy $\varepsilon$ and coefficients $(x,-y,-y,x)$, where

$$
y^2=\frac14\left(1+\frac{B}{R_S}\right),\qquad xy=\frac{t}{4R_S}.
$$

The collected form of the CC bond order is

$$
p_{CC}=\frac{A}{2R_A}-\frac12\left(1-\frac n2\right)\frac{B}{R_S}+\frac n4,
$$

and $p_{CN}$ is the bond order of each CN bond. The $\pi$ energy obeys $\partial E_\pi/\partial s=-2p_{CC}$ and $\partial E_\pi/\partial t=-4p_{CN}$.

The CC length is $u$ and each CN length is $v$; $s(u)$ and $t(v)$ decrease, with derivatives $s'$ and $t'$. The total energy $E_n$ adds separate $\sigma$ bond energies $W$ to $E_\pi$. Its derivatives carry subscripts, and $D=E_{uu}E_{vv}-E_{uv}^2$. Along the path of equilibria,

$$
\frac{du}{dn}=-\frac{E_{vv}\,\varepsilon_u+E_{uv}|\varepsilon_v|}{D},\qquad
\frac{dv}{dn}=+\frac{E_{uu}|\varepsilon_v|+E_{uv}\,\varepsilon_u}{D},
$$

with $\varepsilon_u>0$ and $\varepsilon_v<0$. For a stable symmetric path, assumed here, $E_{uu}$, $E_{vv}$ and $D$ are positive. The direct first terms then shorten CC and lengthen CN. The second terms, by which one bond drags the other, act the same way if $E_{uv}\ge0$, where

$$
E_{uv}=-2s't'\,\frac{\partial p_{CC}}{\partial t},\qquad s't'>0.
$$

The example has $d=1.25$ eV and, at the neutral geometry, $s=2.283$ eV and $t=2.736$ eV.

Differentiating the collected form of $p_{CC}$ with respect to $t$ gives

$$
\frac{\partial p_{CC}}{\partial t}=-\frac{At}{2R_A^3}+\frac12\left(1-\frac n2\right)\frac{Bt}{R_S^3}.
$$

Suppose that $0\le d\le s$. Then $A>0$ and $B\le0$, and for $0\le n\le2$ the first term is negative and the second is not positive. Hence $\partial p_{CC}/\partial t<0$ and $E_{uv}>0$. In words, when the CN bonds lengthen and their hopping weakens, the central bond order rises and the CC bond contracts further. The two motions help each other.

The condition need be imposed on the neutral ligand alone. As long as it holds, $u$ falls with $n$ and $s$ grows, while $d$ stays the same, so $d\le s$ cannot be lost on the way. We have therefore shown, within this model and for a stable symmetric path, that $u$ decreases and $v$ increases steadily as $n$ goes from 0 to 2.

The condition $d\le s$ is sufficient and not necessary. If it fails, the coupling may change sign. For $d=4$ eV and $s=t=1$ eV the neutral ligand has $\partial p_{CC}/\partial t=+0.064$ per eV, against $-0.103$ per eV at the neutral geometry of the example below. The dragging terms then oppose the direct ones. The lengths still respond in the expected directions as long as the direct terms are the larger, but the sign argument alone no longer guarantees it.

To obtain numbers we must choose the bond energies. Let each hopping be $\tau(r)=T_0\,e^{-(r-r_0)/a}$, with its own reference length $r_0$ for CC and CN, and let each bond have the $\sigma$ energy

$$
W(r)=\frac{2\tau(r)}{c}\,(r_1-r-a).
$$

Its derivative, with $\tau'=-\tau/a$, is

$$
W'(r)=\frac{2}{c}\left[-\frac{\tau}{a}(r_1-r-a)-\tau\right]=-\frac{2\tau}{ac}\,(r_1-r).
$$

The $\pi$ electrons contribute $-2p\,\tau'=+2p\tau/a$ per bond. Setting the sum to zero gives a linear law,

$$
r=r_1-c\,p ,
$$

so $r_1$ is the length the bond would have without $\pi$ bonding, and $c$ the contraction per unit of bond order. This is still an equation to be solved, because $p$ depends on all the hoppings and thus on the lengths.

The feedback can be followed term by term. Along the path,

$$
\frac{dp_{CC}}{dn}=y^2+\frac{\partial p_{CC}}{\partial s}\,s'\frac{du}{dn}+\frac{\partial p_{CC}}{\partial t}\,t'\frac{dv}{dn}.
$$

Differentiating the collected form, with $\partial A/\partial s=\tfrac12$ and $\partial B/\partial s=-\tfrac12$, gives

$$
\frac{\partial p_{CC}}{\partial s}=\frac{t^2}{4}\left[\frac1{R_A^3}+\left(1-\frac n2\right)\frac1{R_S^3}\right]>0 .
$$

Under the condition $0\le d\le s$ all three terms of $dp_{CC}/dn$ are then positive. At each point of the path, relaxation adds to the direct gain $y^2$.

The example uses round parameters in the rough range of a chelating diazabutadiene: $T_0=2.5$ eV at reference lengths of 140 pm for CC and 134 pm for CN, $a=60$ pm, $d=1.25$ eV, $c=18$ pm, and $r_1=152$ pm for CC and 145 pm for CN. The neutral ligand settles at $p_{CC}=0.364$ and $p_{CN}=0.911$, with

$$
u=152-18\times0.364=145.4\ \text{pm},\qquad v=145-18\times0.911=128.6\ \text{pm}.
$$

At these lengths $s=2.28$ eV, well above $d$, so the condition holds. One added electron gives relaxed bond orders of 0.603 and 0.647, and lengths of 141.1 pm and 133.4 pm. Two electrons give 0.819 and 0.385, and

$$
u=152-18\times0.819=137.3\ \text{pm},\qquad v=145-18\times0.385=138.1\ \text{pm}.
$$

Relative to the neutral ligand, one electron shortens the CC bond by 4.3 pm and lengthens each CN bond by 4.8 pm. Two electrons change them by $-8.2$ pm and $+9.5$ pm, or $-0.0082$ nm and $+0.0095$ nm. Taken from the unrounded lengths, the difference $u-v$ falls from 16.9 pm to 7.8 pm and then to $-0.8$ pm. With the other parameters fixed, and with the two lower orbitals kept full, it is a convenient single measure of $n$ between 0 and 2, because both bonds contribute to it with the same sign. It also depends on the nitrogen depth $d$, so values from ligands in different surroundings cannot be compared directly.

If the bond-order changes of the fixed neutral geometry are inserted in the length law, two electrons give

$$
-18\times2\times0.2036=-7.3\ \text{pm},\qquad +18\times2\times0.2457=+8.8\ \text{pm}.
$$

Relaxation therefore enlarges the CC change by about 12 per cent and the CN change by about 7 per cent, relative to these unrelaxed estimates. Most of the effect is already contained in the shape of one orbital.

The stability assumed in the argument can be examined here. From $E_u=(2s/a)\left[p_{CC}-(r_1-u)/c\right]$, which vanishes at equilibrium, the curvature for the CC bond is

$$
E_{uu}=\frac{2s}{ac}\left(1-\frac{cs}{a}\frac{\partial p_{CC}}{\partial s}\right).
$$

For the neutral ligand $\partial p_{CC}/\partial s=0.141$ per eV. The prefactor is 0.00423 eV/pm$^2$, or 677 N/m, and the bracket is 0.90, which gives 612 N/m. The response of the bond order to a change of length thus softens the CC bond by about 10 per cent. With all three bond lengths free, the smallest curvature found at nine equally spaced values of $n$ from 0 to 2 was 546 N/m, so neither a symmetric nor an unsymmetric distortion is favoured at these points. As a further test, the total energy was minimized from the unsymmetrical start of 130, 144 and 135 pm for $n=0$, 1 and 2. Each time the two CN bonds became equal and the lengths above were recovered.

The signs do not hinge on the special form of $W$. In a second test it was replaced by harmonic springs with rest lengths 12 pm beyond the reference lengths. The spring constants were drawn between 0.004 and 0.008 eV/pm$^2$, $T_0$ between 2 and 3 eV, and $d$ between 0 and 1.5 eV. In all twelve random cases two electrons shortened the CC bond and lengthened the CN bonds.

The model leaves out effects that are not small. Four of them were sized one at a time by relaxing the ligand again, with the $\sigma$ energy and the other parameters held fixed and the two CN bonds kept equal. The changes below are for two electrons, relative to the neutral ligand in the same variant, and are to be compared with $-8.2$ pm for CC and $+9.5$ pm for CN.

Overlap between neighbouring orbitals, taken proportional to the hopping and equal to 0.25 at the reference lengths, gives $-8.4$ pm and $+10.1$ pm. With overlap the result depends on the energy zero to which the hopping is referred, here the carbon site. Referring it to the mean site energy of each bond gives $-8.6$ pm and $+10.8$ pm, and referring it to the nitrogen site gives $-9.2$ pm and $+11.3$ pm. The correction is thus below 2 pm in each case.

In the chelate the two nitrogen atoms face each other. With bond angles held at 120° their distance is $u+v=274$ pm, and extrapolating the CN hopping to that distance gives a coupling of 0.24 eV. The changes become $-9.6$ pm and $+9.1$ pm. The receiving orbital has the same sign on both nitrogens, so its electrons draw them together. With fixed angles this pull acts to shorten both kinds of bond, which adds to the CC change and reduces the CN change. The pull is not the whole effect. If the coupling is held at 0.24 eV, so that it alters the orbitals but exerts no force, the changes are $-8.7$ pm and $+9.5$ pm, which is about a third of the extra CC shortening.

A metal ion stabilizes electrons on nitrogen more than on carbon. For a bare charge of $+2e$, 200 pm from each nitrogen and 267 pm from each carbon, the nitrogen site is deepened relative to carbon by

$$
2e^2\left(\frac1{200\ \text{pm}}-\frac1{267\ \text{pm}}\right)=3.6\ \text{eV},
$$

in Gaussian form, with $e^2=1440$ eV pm. This is a deliberately large estimate, since screening and charge transfer to the metal are ignored. It takes $d$ to 4.9 eV, outside the sufficient condition. With $d$ held at this value while the atoms move, the signs nevertheless survive, with changes of $-13.7$ pm and $+8.7$ pm. The direct forces of the ion on the charged atoms are left out, so these sizes show the effect of a deeper nitrogen site and not the full effect of a metal ion. The large CC change follows from the formula for $y^2$. At the earlier values of $s$ and $t$ the deeper site gives $B=1.29$ eV and $R_S=3.03$ eV, hence $y^2=0.36$ in place of 0.20. The filled orbitals already hold much nitrogen character, and the added electrons are left with more carbon.

The last effect is the mutual repulsion of the $\pi$ electrons. It was included with an on-site energy $U=11$ eV and the repulsion $e^2/\sqrt{R^2+(e^2/U)^2}$ between sites a distance $R$ apart, each site carrying a core charge of $+e$. The four-site problem was then diagonalized in full, which treats the correlation within this small basis without further approximation. One electron gives $-5.9$ pm and $+6.0$ pm, and two give $-7.2$ pm and $+13.8$ pm. The second electron thus shortens the CC bond by a further 1.4 pm but lengthens each CN bond by 7.8 pm. The calculation does not separate the causes of this unequal response. The small CC step of the second electron is sensitive to $U$. With $U=8$ eV it is a further shortening of 2.9 pm, while with $U=14$ eV the CC changes are $-6.3$ pm and $-5.5$ pm, so that the second electron lengthens the bond slightly. The lowest triplet of the doubly reduced ligand lies 2.35 eV above the singlet at the relaxed singlet geometry, so pairing the two added electrons remains favourable there.

Across these variants the CC bond shortens by 7 to 14 pm and the CN bonds lengthen by 9 to 14 pm for two electrons. The directions survive each effect taken alone at the strength used here, while the predicted size shifts by up to 5.5 pm. Combinations of the effects were not examined.

In real complexes of reduced diazabutadienes the changes have the same directions, and for full two-electron reduction they are about 10 pm or somewhat more in size, a rough figure that is not derived here. The model values of 8 and 9 pm are of that order but on the small side. Of the four effects estimated above, the deeper nitrogen site moves the CC change most, by 5.5 pm, and the repulsion moves the CN change most, by 4.3 pm. Donation from the nitrogen lone pairs to the metal, the metal $d$ orbitals, bulky substituents and twisting of the chain lie outside the model, and they too can alter the lengths.

These limits govern how a measured structure may be read. If the ligand is nearly planar and symmetric, and if a neutral and a reduced complex with similar metal and substituents are available for comparison, an intermediate pair of lengths suggests a partly filled receiving orbital. A short CC bond together with long CN bonds is better evidence than either alone, because a cause that shortens or lengthens all bonds alike does not imitate the pattern. The pattern is nevertheless not unique to the filling of $S+$. The filled orbital $A-$ is antibonding on CC and bonding on CN, so a loss of electrons from it, as by $\pi$ donation to an empty metal orbital, moves the lengths in the same directions. In the example, one electron removed from $A-$ changes them by $-2.5$ pm and $+3.9$ pm. The lengths by themselves do not say whether the electrons came from outside or were lent by the metal. The model contains no metal orbital, and with one added the lengths no longer follow from the occupation of $S+$ alone. A filled metal orbital at the carbon site energy, coupled by a fixed 1.5 eV to both nitrogens with the same sign, puts 0.88 electron into $S+$ and changes the lengths by $-5.5$ pm and about $+4.9$ pm, against $-3.8$ pm and $+4.2$ pm for the free ligand at the same occupation. The full set of values is given in the numerical output.

## Computed values

```
hopping at reference lengths: 2.50 eV; decay 60 pm
reference lengths CC, CN: 140, 134 pm
N site depth d: 1.25 eV; length-law slope: 18 pm
zero-order lengths CC, CN: 152, 145 pm
neutral geometry: s = 2.2830 eV, t = 2.7356 eV
A = 1.7665 eV, B = -0.5165 eV
RA = 3.2564 eV, RS = 2.7840 eV
levels S-, A-, S+, A+ (eV): -4.5505 -2.7399 1.0175 3.7729
LUMO weight on each C: 0.2036; on each N: 0.2964
bond-order change per electron, CC: +0.2036; CN: -0.2457
neutral dp_CC/dt: -0.1027 per eV
same slope for d=4, s=t=1 eV: +0.0640 per eV
n=0 fixed neutral geometry: p_CC=0.3640, p_CN=0.9114
n=1 fixed neutral geometry: p_CC=0.5676, p_CN=0.6657
n=2 fixed neutral geometry: p_CC=0.7712, p_CN=0.4200
n=0 relaxed: p_CC=0.3640, p_CN=0.9114
n=0 relaxed lengths: CC=145.45 pm, CN=128.60 pm
n=1 relaxed: p_CC=0.6034, p_CN=0.6465
n=1 relaxed lengths: CC=141.14 pm, CN=133.36 pm
n=2 relaxed: p_CC=0.8188, p_CN=0.3852
n=2 relaxed lengths: CC=137.26 pm, CN=138.07 pm
n=2 changes without feedback: CC -7.33 pm, CN +8.84 pm
n=1 relaxed changes: CC -4.31 pm, CN +4.77 pm
n=2 relaxed changes: CC -8.19 pm, CN +9.47 pm
n=2 changes in nm: CC -0.00819 nm, CN +0.00947 nm
response at n=1: CC -4.10, CN +4.74 pm per electron
neutral CC stiffness: 612 N/m
softest curvature on path: 546 N/m
overlap used at reference length: 0.25
N...N distance: 274.0 pm; coupling: 0.242 eV
metal charge: +2 e; metal-N: 200 pm; metal-C: 267.1 pm
unscreened metal-ion increase of d: 3.62 eV
on-site repulsion: 11.0 eV
overlap, n=1 changes: CC -4.63 pm, CN +5.33 pm
overlap, n=2 changes: CC -8.39 pm, CN +10.11 pm
N...N coupling, n=1 changes: CC -5.05 pm, CN +4.60 pm
N...N coupling, n=2 changes: CC -9.63 pm, CN +9.11 pm
metal-ion field, n=1 changes: CC -6.90 pm, CN +4.34 pm
metal-ion field, n=2 changes: CC -13.67 pm, CN +8.74 pm
pi repulsion, n=1 changes: CC -5.87 pm, CN +6.03 pm
pi repulsion, n=2 changes: CC -7.25 pm, CN +13.79 pm
n=2 singlet-triplet gap with repulsion: 2.35 eV
```
